# Self-energy of hydrogenic states with l > 0, and hydrogen 2p

**Question**

For a hydrogenic state I write the one-loop self-energy shift as

$$\Delta E=\frac{\alpha}{\pi}\frac{(Z\alpha)^4}{n^3}\,mc^2\,A ,$$

and I am asked to show that for $l>0$

$$A=-\frac43\ln k_0(n,l)-\frac{1}{2\kappa(2l+1)},$$

then to evaluate the hydrogen $2p_{1/2}$ and $2p_{3/2}$ shifts in MHz. Second-order perturbation theory gives me a logarithm of a photon cutoff $K$, which I cannot remove. I also don't see how $\kappa$ enters, since the dipole coupling does not involve spin. Finally, if $\ln k_0$ is a weighted average of a logarithm, what does it mean when the weights add up to zero?

**Answer**

The logarithm of the cutoff is multiplied by that vanishing sum of weights, and $\kappa$ comes from the electron's anomalous magnetic moment. I use $\hbar=c=1$, $e^2=4\pi\alpha$, a fixed point nucleus with $V=-Z\alpha/r$, and $Z\alpha\ll1$. The convention is $\kappa=l$ for $j=l-\frac12$ and $\kappa=-(l+1)$ for $j=l+\frac12$. The result is the leading order in $Z\alpha$.

Choose $K$ with $(Z\alpha)^2m\ll K\ll m$ and treat photons below and above it separately.

**Photons below K**

The coupling $\mathbf p\cdot\mathbf A/m$ in second order, in the dipole approximation, gives

$$-\frac{e^2}{m^2}\int\frac{d^3k}{(2\pi)^3\,2k}\sum_{\lambda,n'}\frac{|\langle n'|\boldsymbol\epsilon_\lambda\cdot\mathbf p|n\rangle|^2}{\omega+k}
=-\frac{2\alpha}{3\pi m^2}\int_0^K\!k\,dk\sum_{n'}\frac{|\mathbf p_{n'n}|^2}{\omega+k},$$

where $\omega=E_{n'}-E_n$. The dipole approximation may be used even where the wavelength is not large compared with the atom, as long as $k\ll m$. The factors $e^{\pm i\mathbf k\cdot\mathbf r}$ only shift the intermediate electron momentum by $-\mathbf k$, which changes its energy by $-\mathbf p\cdot\mathbf k/m+k^2/2m$. This recoil is shared by a free electron and cancels in the subtraction below, up to terms smaller by a factor of order $K/m$ or $Z\alpha$. The polarization sum and angular average supplied $\frac23|\mathbf p_{n'n}|^2$. A free electron with the same $\langle p^2\rangle$ has this shift with $\omega=0$, which is already contained in the observed mass. Subtracting it uses $k/(\omega+k)-1=-\omega/(\omega+k)$. The $\mathbf A^2$ term is the same for free and bound electrons and cancels. Hence

$$\Delta E_<=\frac{2\alpha}{3\pi m^2}\sum_{n'}|\mathbf p_{n'n}|^2\,\omega\ln\frac{K}{|\omega|}.$$

For $\omega<0$ the principal value is taken; the pole gives the decay width. The coefficient of $\ln K$ follows from a double commutator:

$$\sum_{n'}|\mathbf p_{n'n}|^2\omega=\langle p_i(H-E_n)p_i\rangle=\tfrac12\langle[p_i,[H,p_i]]\rangle=\tfrac12\langle\nabla^2V\rangle=2\pi Z\alpha|\psi(0)|^2 .$$

For $l>0$ this is zero, so $K$ drops out. The unit of energy inside the logarithm is then arbitrary too.

For S states, $|\psi(0)|^2=(Z\alpha m)^3/(\pi n^3)$ makes the sum $2(Z\alpha)^4m^3/n^3$. This number is kept as the normalization for every $l$:

$$\ln k_0(n,l)=\frac{n^3}{2(Z\alpha)^4m^3}\sum_{n'}|\mathbf p_{n'n}|^2\,\omega\ln\frac{2|\omega|}{(Z\alpha)^2m}.$$

So for $l>0$ it is a normalized sum, not an average. Substitution gives

$$\Delta E_<=-\frac43\,\frac{\alpha}{\pi}\frac{(Z\alpha)^4m}{n^3}\ln k_0(n,l).$$

**Photons above K**

The atomic momentum transfer $q\sim Z\alpha m$ is small compared with $m$, so the loop acts as a local correction to the vertex,

$$\Gamma^\mu=\gamma^\mu F_1(q^2)+\frac{i\sigma^{\mu\nu}q_\nu}{2m}F_2(q^2),\qquad q=p'-p .$$

Charge normalization fixes $F_1(0)=1$. The slope of $F_1$, including its infrared logarithm, multiplies $\mathbf q^2V(\mathbf q)$. This is a contact term proportional to $\nabla^2V$, so it vanishes for $l>0$ at this order. What remains is $F_2(0)$.

In Feynman gauge, combine the denominators with parameters $x,y$ and let $w=x+y$. With $s=xp+yp'$ and $k=\ell+s$ the denominator is $(\ell^2-\Delta)^3$, where $\Delta=s^2=m^2w^2-xyq^2$. The vertex factors and propagators give $-ie^2$, the Feynman formula gives 2, and $\int d^4\ell/(2\pi)^4(\ell^2-\Delta)^{-3}=-i/(32\pi^2\Delta)$. Thus

$$\delta\Gamma^\mu=-\int dx\,dy\,\frac{\alpha}{4\pi\Delta}N^\mu,\qquad N^\mu=\gamma^\nu(\not a+m)\gamma^\mu(\not b+m)\gamma_\nu,$$

with $a=(1-y)p'-xp$ and $b=(1-x)p-yp'$. Terms linear in $\ell$ integrate to zero, and the quadratic ones are proportional to $\gamma^\mu$, so they affect $F_1$ only. Contracting over $\nu$,

$$N^\mu=-2\not b\gamma^\mu\not a+4m(a+b)^\mu-2m^2\gamma^\mu .$$

Between spinors, $\not p'$ on the left and $\not p$ on the right become $m$, so

$$\not b\gamma^\mu\not a=(1-x)(1-y)\not p\gamma^\mu\not p'-x(1-x)m\not p\gamma^\mu-y(1-y)m\gamma^\mu\not p'+xym^2\gamma^\mu .$$

Moving $\not p$ to the right and $\not p'$ to the left, and dropping terms in $\gamma^\mu$, gives

$$\not p\gamma^\mu\to2p^\mu,\qquad \gamma^\mu\not p'\to2p'^\mu,\qquad \not p\gamma^\mu\not p'\to2m(p+p')^\mu .$$

Since $\Delta$ is symmetric in $x,y$, the coefficients of $p$ and $p'$ may be averaged. With $P=p+p'$,

$$\not b\gamma^\mu\not a\to mP^\mu[2(1-x)(1-y)-x(1-x)-y(1-y)]=mP^\mu(1-w)(2-w),$$

and $(a+b)^\mu\to(1-w)P^\mu$. Therefore

$$N^\mu\to mP^\mu(1-w)[-2(2-w)+4]=2m\,w(1-w)P^\mu .$$

The Gordon identity replaces $P^\mu$ by $2m\gamma^\mu-i\sigma^{\mu\nu}q_\nu$. Reading off $F_2/(2m)$, and using $dx\,dy\to w\,dw$ at $q^2=0$,

$$F_2(0)=\int_0^1w\,dw\,\frac{\alpha}{4\pi}\frac{4m^2w(1-w)}{m^2w^2}=\frac{\alpha}{\pi}\int_0^1(1-w)\,dw=\frac{\alpha}{2\pi}\equiv a_e .$$

**From the anomalous moment to κ**

In a static potential, $i\sigma^{0i}q_i=\gamma^0\boldsymbol\gamma\cdot\mathbf q$, and $\mathbf qV(\mathbf q)$ corresponds to $-i\nabla V$. So $\delta H=-(ia_e/2m)\boldsymbol\gamma\cdot\nabla V$. This operator links the large component $\phi$ to the small one, $\chi=\boldsymbol\sigma\cdot\mathbf p\,\phi/(2m)$:

$$\langle\delta H\rangle=-\frac{ia_e}{4m^2}\langle\boldsymbol\sigma\cdot\nabla V\,\boldsymbol\sigma\cdot\mathbf p-\boldsymbol\sigma\cdot\mathbf p\,\boldsymbol\sigma\cdot\nabla V\rangle
=\frac{a_e}{4m^2}\langle\nabla^2V+2\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\rangle .$$

The second form uses $\nabla V\cdot\mathbf p-\mathbf p\cdot\nabla V=i\nabla^2V$ and $\mathbf p\times\nabla V=-\nabla V\times\mathbf p$. For $l>0$ the contact term vanishes. With $\nabla V\times\mathbf p=Z\alpha\mathbf L/r^3$ and $\boldsymbol\sigma=2\mathbf S$,

$$\Delta E_>=\frac{a_eZ\alpha}{m^2}\langle r^{-3}\rangle\langle\mathbf L\cdot\mathbf S\rangle .$$

The radial average takes two steps. Differentiating $E=-(Z\alpha)^2m/[2(n_r+l+1)^2]$ with respect to $l$ at fixed $n_r$ gives

$$\frac{2l+1}{2m}\langle r^{-2}\rangle=\frac{(Z\alpha)^2m}{n^3}.$$

The mean radial force vanishes for $l>0$, because the reduced radial function starts as $r^{l+1}$ and leaves no boundary term. Hence $l(l+1)\langle r^{-3}\rangle/m=Z\alpha\langle r^{-2}\rangle$, and

$$\langle r^{-3}\rangle=\frac{2(Z\alpha m)^3}{n^3l(l+1)(2l+1)} .$$

For both values of $j$, $\langle\mathbf L\cdot\mathbf S\rangle=-(\kappa+1)/2$ and $l(l+1)=\kappa(\kappa+1)$. So

$$\Delta E_>=\frac{\alpha}{2\pi}\frac{(Z\alpha)^4m}{n^3}\frac{2}{\kappa(\kappa+1)(2l+1)}\left(-\frac{\kappa+1}{2}\right)
=\frac{\alpha}{\pi}\frac{(Z\alpha)^4m}{n^3}\left[-\frac1{2\kappa(2l+1)}\right].$$

Adding $\Delta E_<$ proves the formula.

Weighted by $2j+1=2|\kappa|$, the magnetic terms of the two $j$ levels cancel, as they must for a spin-orbit energy. The complete formula fails for $l=0$: there the slope of $F_1$ contributes, and its logarithm is needed to cancel $\ln K$.

As a test of the magnetic term, the expectation value of $\delta H$ was computed with Dirac-Coulomb functions at $Z=1$. For $2p_{1/2}$ it gives $-0.166684$, against $-1/6$. The relative difference, about $10^{-4}$, is of the size expected from corrections of order $\alpha^2$.

**The Bethe logarithm of 2p**

Now use atomic units with $Z=1$. Write the orbital as $fz$, with $f\propto e^{-r/2}$. Its gradient separates into s and d waves:

$$\partial_i(fz)=\delta_{iz}\left(f+\frac{rf'}3\right)+\frac{f'}r\left(zx_i-\frac{r^2\delta_{iz}}3\right).$$

With the 2p orbital normalized to one, the reduced radial functions of its gradient, each with squared norm $\frac14$, are $(3r-r^2/2)e^{-r/2}/\sqrt{24}$ for s and $-(r^2/2)e^{-r/2}/\sqrt{24}$ for d. Their weights in $|\mathbf p_{n'n}|^2$ are $\frac13$ and $\frac23$.

The sum over $n'$ can be done in the basis $f_\nu\propto r^{L+1}e^{-r/2}L_\nu^{(2L+1)}(r)$, where $L=0$ or 2 and $\langle f_\nu|r^{-1}|f_\nu\rangle=1$. These functions satisfy

$$\left(H+\tfrac18\right)f_\nu=\frac{\nu+L-1}{2}\,\frac{f_\nu}{r}.$$

Since $E_{2p}=-\frac18$, the matrix of $H-E_{2p}$ is diagonal, $D_{\nu\nu}=(\nu+L-1)/2$. The Laguerre recursion gives the overlaps $S_{\nu\nu}=2(\nu+L+1)$ and $S_{\nu,\nu+1}=-\sqrt{(\nu+1)(\nu+2L+2)}$. Solve $Dv=\omega Sv$ with $v^TSv=1$. The squared matrix elements are $\frac13(b\cdot v)^2$ and $\frac23(b\cdot v)^2$, where $b=(3,0,-\sqrt3,0,\ldots)/\sqrt{24}$ for s and $b=(-\sqrt5/2,0,\ldots)$ for d. The 2s state has $\omega=0$ and contributes nothing.

With 800 functions per channel, $\ln k_0(2,1)=-0.0300169$. An independent sum over the true bound states and continuum gives $-0.0300167$. In the latter, the bound and continuum weights, multiplied by $n^3/2=4$, are $-0.081384$ and $+0.081384$, which shows the cancellation behind your question. If $\ln[(K+\omega)/|\omega|]$ is kept at finite $K$, the value is $-0.0315$ for $K=100$ hartree and $-0.0302$ for 1000 hartree, so the cutoff does fade out.

**Hydrogen in MHz**

The common factor is $\alpha^5mc^2/(\pi h)=813.863$ MHz, or $101.733$ MHz after division by $n^3=8$. The Bethe part of $A$ is $-\frac43(-0.030017)=0.040023$.

For $2p_{1/2}$, $\kappa=1$:

$$A=0.040023-\frac16=-0.126644,\qquad \frac{\Delta E}{h}=101.733\times(-0.126644)=-12.88\ \text{MHz}.$$

For $2p_{3/2}$, $\kappa=-2$:

$$A=0.040023+\frac1{12}=0.123356,\qquad \frac{\Delta E}{h}=101.733\times0.123356=+12.55\ \text{MHz}.$$

The Bethe part raises both levels by 4.07 MHz. The magnetic part is larger and sets the signs: the extra moment strengthens the spin-orbit coupling, lowering $j=\frac12$ and raising $j=\frac32$. The interval between them grows by 25.43 MHz, to which the Bethe part contributes nothing.

A moving nucleus changes these values slightly. In the Bethe part, $|\mathbf p|^2\omega$ scales as $m_r^3$ while the coupling keeps $1/m^2$, giving a factor $(m_r/m)^3$. The anomalous moment responds to the relative velocity $\mathbf p/m_r$, so $1/m^2$ becomes $1/(mm_r)$; with $\langle r^{-3}\rangle\propto m_r^3$ the factor is $(m_r/m)^2$. The shifts become $-12.87$ and $+12.53$ MHz. This is only the reduced-mass scaling of the electron's own self-energy. A moving nucleus of mass $M$ also couples to the photon, which gives further terms of the same order $m/M$: the cross term in the dipole coupling $(1/m+Z/M)^2$ alone adds $0.004$ MHz to each level, and these recoil terms together are comparable to the 0.01 to 0.02 MHz change just found.

These are self-energy shifts, not complete level shifts. Vacuum polarization, two-loop terms, higher orders in $Z\alpha$, further recoil and hyperfine structure are left out. Two-loop terms, of relative order $\alpha/\pi\approx0.002$, and higher orders in $Z\alpha$ already enter at the level of hundredths of a MHz, so the second decimals above belong to the leading-order formula and not to the physical levels. The numerical output below gives the remaining checks.

## Computed values

```
fine-structure constant: 0.0072973526
alpha^5 m c^2/(pi h): 813.8627 MHz
same divided by n^3 = 8: 101.7328 MHz
ln k0(2p), Sturmian basis of 400: -0.0300182
ln k0(2p), Sturmian basis of 800: -0.0300169
ln k0(2p), explicit spectrum: -0.0300167
  bound-state part: -0.030646
  continuum part: 0.000629
normalized weight sum, bound part: -0.081384
normalized weight sum, continuum part: 0.081384
normalized weight sum, total: 5.8e-12
ln k0(2p) with cutoff K = 10 hartree: -0.042594
ln k0(2p) with cutoff K = 100 hartree: -0.031504
ln k0(2p) with cutoff K = 1000 hartree: -0.030177
2 pi F2/alpha at transfer 0.02 m c: 0.999933
magnetic part n=2 kappa=+1: Dirac -0.166684, formula -0.166667
magnetic part n=2 kappa=-2: Dirac 0.083335, formula 0.083333
magnetic part n=3 kappa=+1: Dirac -0.166685, formula -0.166667
magnetic part n=3 kappa=-2: Dirac 0.083335, formula 0.083333
magnetic part n=3 kappa=+2: Dirac -0.050001, formula -0.050000
magnetic part n=3 kappa=-3: Dirac 0.033334, formula 0.033333
Bethe part of A for 2p: 0.040023
Bethe part of the 2p shift: 4.072 MHz
2p1/2 magnetic part of the shift: -16.955 MHz
2p1/2 coefficient A: -0.126644
2p1/2 self-energy shift, fixed nucleus: -12.884 MHz
2p1/2 self-energy shift, reduced mass: -12.872 MHz
2p3/2 magnetic part of the shift: 8.478 MHz
2p3/2 coefficient A: 0.123356
2p3/2 self-energy shift, fixed nucleus: 12.549 MHz
2p3/2 self-energy shift, reduced mass: 12.533 MHz
self-energy part of 2p3/2 - 2p1/2 interval, fixed nucleus: 25.433 MHz
reduced mass over electron mass: 0.99945568
```
